# Retarded dispersion energy between two neutral ground-state molecules, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions**

Hartree atomic units are used: \(\hbar=e=m_e=4\pi\varepsilon_0=1\), and the speed of light is the inverse fine-structure constant, \(c=137.035999\). Two neutral molecules A and B sit at \(\mathbf R_A\) and \(\mathbf R_B\), with \(\mathbf R=\mathbf R_B-\mathbf R_A\), \(R=|\mathbf R|\), \(\hat{\mathbf R}=\mathbf R/R\). Repeated Cartesian indices \(i,j,l,n\) are summed.

The Hamiltonian is the multipolar one in the electric-dipole approximation, \(H=H_0+V\), with \(H_0=H_A+H_B+H_{\rm rad}\) and

\[
V=-\boldsymbol\mu_A\cdot\mathbf d^\perp(\mathbf R_A)-\boldsymbol\mu_B\cdot\mathbf d^\perp(\mathbf R_B),
\]
\[
\mathbf d^\perp(\mathbf r)=i\sum_{\mathbf k\lambda}\Big(\frac{2\pi ck}{\mathcal V}\Big)^{1/2}\mathbf e_{\mathbf k\lambda}\big(\hat a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}-\hat a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\big).
\]

Here \(\mathcal V\) is the quantization volume and the polarization vectors are real. The normalization follows from the vacuum energy: one mode gives \(\langle d^2\rangle=2\pi ck/\mathcal V\), the magnetic part is equal, and \(\mathcal V\cdot 2\langle d^2\rangle/8\pi=ck/2\). No intermolecular Coulomb term appears. With polarization fields \(\mathbf P_A,\mathbf P_B\), the Coulomb energy between neutral molecules is \(4\pi\int\mathbf P_A^\parallel\cdot\mathbf P_B^\parallel\), the multipolar Hamiltonian contains in addition \(4\pi\int\mathbf P_A^\perp\cdot\mathbf P_B^\perp\), and the sum \(4\pi\int\mathbf P_A\cdot\mathbf P_B\) vanishes when the charge clouds do not overlap.

Excited states of A are labelled \(\nu\), with excitation energy \(a=E_\nu\) and transition dipole \(\boldsymbol\mu^\nu=\langle 0|\boldsymbol\mu_A|\nu\rangle\). Those of B are labelled \(\eta\), with \(b=E_\eta\) and \(\boldsymbol\mu^\eta\). Two photon energies are written \(x=ck\) and \(y=ck'\). For a positive energy \(\epsilon\) and real \(\xi\),

\[
L_\epsilon(\xi)=\frac{2\epsilon}{\epsilon^2+\xi^2},\qquad
\alpha^A_{ij}(i\xi)=\sum_\nu\mu^\nu_i\mu^\nu_j\,L_{E_\nu}(\xi),
\]

and likewise for B. The sum is the dynamic polarizability \(\sum_\nu 2E_\nu\mu_i^\nu\mu_j^\nu/(E_\nu^2-\omega^2)\) at \(\omega=i\xi\). The imaginary wavevector is \(u=\xi/c\), and \(s=uR\). With the operator \(\mathcal D_{il}=-\delta_{il}\nabla^2+\nabla_i\nabla_l\) acting on \(\mathbf R\),

\[
G_{il}(u)=\mathcal D_{il}\,\frac{e^{-uR}}{R},\qquad g(x)=\frac{a+b+x}{(a+b)(a+x)(b+x)} .
\]

Assumptions.

- (A1) The molecules are fixed point dipoles without overlap, and the field is in its vacuum state.
- (A2) Both are in nondegenerate ground states, so every \(a,b>0\). The number of levels is finite.
- (A3) The ground states have no permanent dipole, \(\langle0|\boldsymbol\mu|0\rangle=0\).
- (A4) The transition dipoles are real, as they can be chosen when the molecular Hamiltonians are real operators.
- (A5) Each photon mode sum carries a factor \(f(k)=e^{-\sigma^2k^2}\), and \(\sigma\to0\) is taken last at fixed \(R>0\). Without it the integrands over real \(k\) oscillate at large \(k\) without decaying, and the integrals do not converge.

\(\Delta E(\mathbf R)\) denotes the \(\mathbf R\)-dependent part of the ground-state energy through fourth order in \(V\).

**Theorem.** Under (A1)–(A5),

\[
\Delta E=-\frac{c}{2\pi}\int_0^\infty du\;\alpha^A_{ij}(icu)\,\alpha^B_{ln}(icu)\,G_{il}(u)\,G_{jn}(u). \tag{1}
\]

For isotropic polarizabilities, \(\alpha_{ij}=\alpha\,\delta_{ij}\),

\[
\Delta E=-\frac{c}{\pi R^6}\int_0^\infty du\;\alpha_A(icu)\,\alpha_B(icu)\,F(uR),\quad F(s)=e^{-2s}\big(3+6s+5s^2+2s^3+s^4\big). \tag{2}
\]

The wavevector in (1) is imaginary. At fixed real photon energies the sum of the twelve denominators is not a product of a factor for A and a factor for B (Remark 2), and the product of polarizabilities arises under a single frequency integral, taken along the imaginary axis as in (1) or on a path above the real poles (Remark 4).

**Lemma 1 (twelve diagrams).** \(\Delta E\) is minus the sum, over \(\nu,\eta\) and over two unrestricted photon modes, of twelve terms. Each is a product of four matrix elements of \(V\) divided by one of the denominators in the table below.

*Proof.* Let \(|0\rangle\) be the ground state of \(H_0\), with energy zero, and \(\mathcal R=-\sum_{I\ne0}|I\rangle\langle I|/E_I\). Insert \(\psi=\sum_N\psi_N\) and \(E=\sum_N E^{(N)}\) in \((H_0+V)\psi=E\psi\), with \(\psi_0=|0\rangle\) and \(\langle0|\psi_N\rangle=0\) for \(N\ge1\). Order \(N\) reads \(H_0\psi_N+V\psi_{N-1}=\sum_{M=1}^{N}E^{(M)}\psi_{N-M}\). Projection on \(|0\rangle\) gives \(E^{(N)}=\langle0|V|\psi_{N-1}\rangle\), and projection on the complement gives \(\psi_N=\mathcal R\big(V\psi_{N-1}-\sum_{M=1}^{N-1}E^{(M)}\psi_{N-M}\big)\). Since \(V\) changes the photon number by one, \(E^{(1)}=E^{(3)}=0\). Then \(\psi_1=\mathcal RV|0\rangle\), \(\psi_2=\mathcal RV\psi_1\), \(\psi_3=\mathcal R(V\psi_2-E^{(2)}\psi_1)\), and

\[
E^{(4)}=-\sum_{I,II,III\neq0}\frac{V_{0,III}V_{III,II}V_{II,I}V_{I,0}}{E_IE_{II}E_{III}}-E^{(2)}\langle\psi_1|\psi_1\rangle .
\]

The sign of the first term is \((-1)^3\) from three resolvents.

A term in which a molecule has exactly one vertex contains \(\langle0|\boldsymbol\mu|0\rangle\) and vanishes by (A3). Hence \(E^{(2)}\) and \(\langle\psi_1|\psi_1\rangle\) are sums of an A part and a B part, each independent of \(\mathbf R\). In \(E^{(4)}\) the terms with all four vertices on one molecule are independent of \(\mathbf R\) as well. What remains has two vertices on each molecule, with paths \(0\to\nu\to0\) and \(0\to\eta\to0\), and (A3) excludes \(\nu=0\) and \(\eta=0\). Call the vertices A1, A2, B1, B2, where A1 acts before A2 and B1 before B2, counting from the ket \(|0\rangle\). There are \(4!/(2!\,2!)=6\) orders.

Each \(\hat a^\dagger\) or \(\hat a\) shifts the eigenvalue of \(H_{\rm rad}\) by the energy of its own mode, so the denominators are fixed by the mode labels of the operators, and the photon factor is a vacuum expectation value. Two strings are nonzero:

\[
\langle \hat a_4\hat a^\dagger_3\hat a_2\hat a_1^\dagger\rangle=\delta_{43}\delta_{21},\qquad
\langle \hat a_4\hat a_3\hat a^\dagger_2\hat a_1^\dagger\rangle=\delta_{41}\delta_{32}+\delta_{42}\delta_{31}.
\]

The second formula holds for equal modes too, where it gives 2. For each order the three ways of pairing four vertices therefore occur once each, with unrestricted sums over two modes, and the earlier vertex of a pair emits. This makes 18 terms.

In six of them A1 is paired with A2 (photon \(x\)) and B1 with B2 (photon \(y\)). Put \(P=a+x\), \(Q=b+y\). The orders A1 A2 B1 B2 and B1 B2 A1 A2 pass through \(|0\rangle\) and are excluded from the sum. The other four give

\[
-\Big[\frac1{P(P+Q)Q}+\frac1{P(P+Q)P}+\frac1{Q(P+Q)Q}+\frac1{Q(P+Q)P}\Big]
=-\frac{(1/P+1/Q)^2}{P+Q}=-\frac1{PQ^2}-\frac1{P^2Q}.
\]

The mixed part of \(-E^{(2)}\langle\psi_1|\psi_1\rangle\) has the same numerator and the factor \(+1/(PQ^2)+1/(QP^2)\), because \(E^{(2)}\) contributes \(-1/P\) or \(-1/Q\) and the norm contributes \(1/Q^2\) or \(1/P^2\). These terms cancel.

In the remaining twelve each photon joins A to B. Let photon \(x\) end on A1 and photon \(y\) on A2. B1 then carries \(x\) or \(y\). After each vertex the energy is the sum of the molecular excitations and photons present, which gives the following denominators \(E_IE_{II}E_{III}\).

| order | B1 carries \(x\) | B1 carries \(y\) |
|---|---|---|
| A1 A2 B1 B2 | \((a+x)(x+y)(b+y)\) | \((a+x)(x+y)(b+x)\) |
| A1 B1 A2 B2 | \((a+x)(a+b)(b+y)\) | \((a+x)(a+b+x+y)(b+x)\) |
| A1 B1 B2 A2 | \((a+x)(a+b)(a+y)\) | \((a+x)(a+b+x+y)(a+y)\) |
| B1 A1 A2 B2 | \((b+x)(a+b)(b+y)\) | \((b+y)(a+b+x+y)(b+x)\) |
| B1 A1 B2 A2 | \((b+x)(a+b)(a+y)\) | \((b+y)(a+b+x+y)(a+y)\) |
| B1 B2 A1 A2 | \((b+x)(x+y)(a+y)\) | \((b+y)(x+y)(a+y)\) |

For example, in the order A1 B1 A2 B2 with B1 carrying \(y\), A1 excites A and emits \(x\), giving \(a+x\). B1 excites B and emits \(y\), giving \(a+b+x+y\). A2 de-excites A and absorbs \(y\), leaving \(b+x\). ∎

**Lemma 2 (common numerator).** Let \(S(a,b,x,y)\) be the sum of the twelve inverse denominators. Then, at fixed \(\sigma\),

\[
\Delta E_\sigma=-\sum_{\nu\eta}\Big(\frac c\pi\Big)^2\int_0^\infty\!dk\int_0^\infty\!dk'\;k^3T(k)f(k)\;k'^3T(k')f(k')\;S(a,b,ck,ck'), \tag{3}
\]

where \(T(k)=\mu^\nu_i\,\tau_{il}(kR)\,\mu^\eta_l\) and, with \(z=kR\),

\[
\tau_{il}=\tau_\parallel\hat R_i\hat R_l+\tau_\perp(\delta_{il}-\hat R_i\hat R_l),\qquad \tau_\parallel=\frac{2j_1(z)}{z},\qquad\tau_\perp=j_0(z)-\frac{j_1(z)}z .
\]

*Proof.* Emission at \(\mathbf R_M\) has the photon matrix element \(+i(2\pi ck/\mathcal V)^{1/2}(\boldsymbol\mu\cdot\mathbf e)e^{-i\mathbf k\cdot\mathbf R_M}\), from \((-1)(i)(-1)\). Absorption has \(-i(2\pi ck/\mathcal V)^{1/2}(\boldsymbol\mu\cdot\mathbf e)e^{+i\mathbf k\cdot\mathbf R_M}\). Since \((+i)(-i)=1\), one photon contributes \((2\pi ck/\mathcal V)(\boldsymbol\mu^\nu\cdot\mathbf e)(\boldsymbol\mu^\eta\cdot\mathbf e)e^{\pm i\mathbf k\cdot\mathbf R}\), with the upper sign when A emits. By (A4) the same vector \(\boldsymbol\mu^\nu\) stands at A1 and A2, and the same \(\boldsymbol\mu^\eta\) at B1 and B2, so the two columns of the table have the same dipole factors. The polarization sum is \(\sum_\lambda e_ie_l=\delta_{il}-\hat k_i\hat k_l\). The denominators depend on \(|\mathbf k|\) only, so the angular integral acts on the numerator alone. Define \(\tau_{il}\) as the mean over directions of \((\delta_{il}-\hat k_i\hat k_l)e^{i\mathbf k\cdot\mathbf R}\). The substitution \(\hat{\mathbf k}\to-\hat{\mathbf k}\) leaves the projector unchanged, so both signs of the phase give the same real \(\tau_{il}\). With \(\sum_{\mathbf k}\to\mathcal V\int d^3k/(2\pi)^3\), the weight of each photon is

\[
\frac{1}{8\pi^3}\cdot 2\pi ck\cdot 4\pi k^2\,dk\;\tau_{il}=\frac c\pi k^3\tau_{il}\,dk .
\]

The mean of \(e^{i\mathbf k\cdot\mathbf R}\) is \(\tfrac12\int_{-1}^1e^{izt}dt=\sin z/z=j_0(z)\). On a plane wave \(\mathcal D_{il}\) gives \(k^2\delta_{il}-k_ik_l\), so

\[
k^2\tau_{il}=\mathcal D_{il}\,j_0(kR). \tag{4}
\]

For a radial function \(\nabla_l\phi=\phi'R_l/R\), and a second derivative gives

\[
\nabla_i\nabla_l\phi=\phi''\hat R_i\hat R_l+\frac{\phi'}R(\delta_{il}-\hat R_i\hat R_l). \tag{5}
\]

With \(j_1=\sin z/z^2-\cos z/z\), differentiation gives \(j_0'=-j_1\) and \(j_1'=\sin z/z-2\sin z/z^3+2\cos z/z^2=j_0-2j_1/z\). Also \(-\nabla^2j_0=k^2j_0\), as for every plane wave in the mean. Hence \(\tau_\parallel=j_0+j_0''=2j_1/z\) and \(\tau_\perp=j_0+j_0'/z=j_0-j_1/z\). ∎

**Remark 1.** The equality of the numerators comes from the pairing of \(\mathbf k\) with \(-\mathbf k\), and for travelling modes without partners it fails in general. The numerical check tests this on two two-level systems with \(a=1\) and \(b=1.5\ E_h\), coupled to modes of energy 0.8 and 1.3 \(E_h\) with relative phases 1.1 and 0.7 rad between the couplings at A and at B. The coefficient of \(\lambda_A^2\lambda_B^2\), where \(\lambda_M\) scales the coupling of molecule \(M\), is extracted from exact diagonalization. For the two unpaired modes it is \(-0.036358\ E_h\), in agreement with the twelve diagrams carrying their emitter-dependent phases, whereas a common real numerator gives \(-0.065725\ E_h\). When each mode receives a partner of opposite phase, all three evaluations give \(-0.262901\ E_h\). This is four times \(-0.065725\), since a pair turns the amplitude \(\chi\) of each photon into \(\chi+\chi^*=2\,\mathrm{Re}\,\chi\). The agreement with diagonalization also tests the counting and the cancellation in Lemma 1.

**Lemma 3 (closed form).**

\[
S=\frac{4\,[\,x\,g(y)-y\,g(x)\,]}{x^2-y^2}. \tag{6}
\]

*Proof.* Group the table by the middle factor. Within a group every allowed first factor occurs with every allowed last factor, or can be so arranged:

\[
S_1=\frac1{a+b}\Big[\frac1{a+x}+\frac1{b+x}\Big]\Big[\frac1{a+y}+\frac1{b+y}\Big],
\]
\[
S_2=\frac1{x+y}\Big[\frac1{a+x}+\frac1{a+y}\Big]\Big[\frac1{b+x}+\frac1{b+y}\Big],
\]
\[
S_3=\frac1{a+b+x+y}\Big[\frac1{a+x}+\frac1{b+y}\Big]\Big[\frac1{b+x}+\frac1{a+y}\Big].
\]

Multiplying out the brackets returns the four entries of each group. Put \(v=a+b\), \(w=ab\), \(p=x+y\), \(q=xy\) and \(D=(a+x)(a+y)(b+x)(b+y)\). Each bracket is the sum of its two denominators over their product, and in each group the four denominators multiply to \(D\). Thus

\[
DS_1=\frac{(v+2x)(v+2y)}v=v+2p+\frac{4q}v,\qquad DS_2=\frac{(2a+p)(2b+p)}p=\frac{4w}p+2v+p,
\]
\[
DS_3=\frac{(v+p)^2}{v+p}=v+p,\qquad DS=4\Big(v+p+\frac qv+\frac wp\Big)=\frac{4\,[vp(v+p)+pq+vw]}{vp}.
\]

For the right side of (6), \((a+x)(b+x)=x^2+vx+w\), so

\[
vD\,[xg(y)-yg(x)]=x(v+y)(x^2+vx+w)-y(v+x)(y^2+vy+w).
\]

The first product is \(vx^3+v^2x^2+vwx+x^3y+vx^2y+wxy\). Subtracting its image under \(x\leftrightarrow y\) leaves \(v(x^3-y^3)+v^2(x^2-y^2)+vw(x-y)+q(x^2-y^2)+vq(x-y)\). Division by \(x-y\) gives \(v(x^2+xy+y^2)+vq+v^2p+vw+pq=vp^2+v^2p+vw+pq\). Division by \(p=x+y\) and multiplication by \(4/(vD)\) reproduce \(S\). The point \(x=y\) is a removable singularity of (6). ∎

**Lemma 4 (imaginary-frequency form).**

\[
g(x)=\frac2\pi\int_0^\infty\frac{abx\;d\xi}{(a^2+\xi^2)(b^2+\xi^2)(x^2+\xi^2)},\qquad
S=\frac1{2\pi}\int_0^\infty d\xi\;L_aL_bL_xL_y . \tag{7}
\]

*Proof.* For positive \(\epsilon_1\ne\epsilon_2\),

\[
\frac1{(\epsilon_1^2+\xi^2)(\epsilon_2^2+\xi^2)}=\frac1{\epsilon_2^2-\epsilon_1^2}\Big[\frac1{\epsilon_1^2+\xi^2}-\frac1{\epsilon_2^2+\xi^2}\Big]. \tag{8}
\]

With \(\int_0^\infty d\xi/(\epsilon^2+\xi^2)=\pi/2\epsilon\), its integral is

\[
\frac{\pi}{2(\epsilon_2^2-\epsilon_1^2)}\,\frac{\epsilon_2-\epsilon_1}{\epsilon_1\epsilon_2}=\frac{\pi}{2\epsilon_1\epsilon_2(\epsilon_1+\epsilon_2)}. \tag{9}
\]

Split the \(a,b\) factors by (8) and apply (9) to each piece:

\[
\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)(x^2+\xi^2)}=\frac{\pi}{2x(b^2-a^2)}\Big[\frac1{a(a+x)}-\frac1{b(b+x)}\Big].
\]

The bracket equals \((b-a)(a+b+x)/[ab(a+x)(b+x)]\), since \(b^2+bx-a^2-ax=(b-a)(a+b+x)\). Multiplication by \(2abx/\pi\) gives \(g(x)\). Next split the \(x,y\) factors by (8) with \(\epsilon_1=y\), \(\epsilon_2=x\):

\[
\int_0^\infty\!\frac{abxy\;d\xi}{(a^2+\xi^2)(b^2+\xi^2)(x^2+\xi^2)(y^2+\xi^2)}=\frac{\pi}{2}\,\frac{xg(y)-yg(x)}{x^2-y^2}=\frac\pi8S,
\]

by Lemma 3. The four \(L\) factors carry \(2^4=16\), and \(8/\pi=16/2\pi\). Coinciding energies follow by continuity of both sides. ∎

**Remark 2.** For \((a,b,x,y)=(0.5,0.8,0.3,1.1)\ E_h\) the groups are \(S_1=1.912150\), \(S_2=1.922420\) and \(S_3=1.009270\ E_h^{-3}\). The last is \(2.7/(0.8\cdot1.6\cdot1.1\cdot1.9)\). Their sum, \(4.843840\ E_h^{-3}\), equals the quadrature of (7). If \(S\) were a product \(\phi(a)\psi(b)\) at fixed \(x,y\), the ratio \(S(a,b)S(a',b')/[S(a,b')S(a',b)]\) would be 1. With \(a'=2\) and \(b'=3\ E_h\) it is 1.0516. The integrand of (7) does factorize, into four pieces that each hold one energy, and this separates the two state sums and the two mode sums.

**Lemma 5 (mode sum).** Let

\[
G^\sigma_{il}(u)=\frac c\pi\int_0^\infty dk\,k^3\tau_{il}f(k)\,L_{ck}(cu)=\frac2\pi\int_0^\infty dk\,\frac{k^4\tau_{il}f(k)}{k^2+u^2}.
\]

At fixed \(R>0\), \(G^\sigma(u)\to G(u)\) as \(\sigma\to0\) for each \(u>0\), and \(G^\sigma(u)\) is bounded uniformly in \(u\) and small \(\sigma\). The components of \(G\) are

\[
G_\parallel=\frac{2(1+s)e^{-s}}{R^3},\qquad G_\perp=-\frac{(1+s+s^2)e^{-s}}{R^3}. \tag{10}
\]

*Proof.* By (4), and because \(f\) allows differentiation under the integral, \(G^\sigma=\mathcal DY_\sigma\) with

\[
Y_\sigma(R)=\frac2\pi\int_0^\infty\frac{k^2j_0(kR)f}{k^2+u^2}dk=\frac1{\pi R}\,\mathrm{Im}\int_{-\infty}^\infty\frac{k\,e^{ikR-\sigma^2k^2}}{k^2+u^2}dk ,
\]

where the evenness of \(k\sin kR\) has doubled the range. Let \(\kappa=R/2\sigma^2\). On a line \(k=t+i\kappa'\) the exponential has modulus \(e^{-\kappa'R+\sigma^2\kappa'^2}e^{-\sigma^2t^2}\), and the vertical sides of the rectangle between this line and the real axis vanish at large \(|t|\).

For \(u\le\kappa/2\), shift to \(\kappa'=\kappa\). The pole at \(k=iu\) contributes \(2\pi i\cdot iu\,e^{-uR+\sigma^2u^2}/(2iu)=i\pi e^{-uR+\sigma^2u^2}\), so the pole part of \(Y_\sigma\) is \(e^{\sigma^2u^2}e^{-uR}/R\). On the shifted line the prefactor is \(e^{-R^2/4\sigma^2}\) and \(|k\mp iu|\ge\kappa/2\). The derivatives in \(\mathcal D\), taken before the shift, supply at most two more powers of \(k\), so the remainder is bounded by a power of \(1/\sigma\) times \(e^{-R^2/4\sigma^2}\). The position of the pole does not depend on \(R\), so the pole part of \(G^\sigma\) is \(e^{\sigma^2u^2}G(u)\). In this range \(\sigma^2u^2\le uR/4\), and by (10) the pole part is bounded by a polynomial in \(s\) times \(e^{-3s/4}/R^3\).

For \(u>\kappa/2\), shift to \(\kappa'=\kappa/4\). No pole is crossed, \(|k\mp iu|\ge\kappa/4\), and the exponent is \(-R^2/8\sigma^2+R^2/64\sigma^2=-7R^2/64\sigma^2\). So \(G^\sigma\to0\) uniformly in this range.

For (10), take \(\phi=e^{-uR}/R\). Then \(\phi'=-(1+s)e^{-s}/R^2\), \(\phi''=(2+2s+s^2)e^{-s}/R^3\), and \(\nabla^2\phi=\phi''+2\phi'/R=s^2e^{-s}/R^3\). By (5), \(G_\parallel=\phi''-\nabla^2\phi\) and \(G_\perp=\phi'/R-\nabla^2\phi\). ∎

The factor \(e^{\sigma^2u^2}\) shows that the cutoff error is a series in \(\sigma^2\) up to exponentially small terms, and the program extrapolates in \(\sigma^2\) for this reason. At \(s=1.7\) the extrapolated mode integrals give \(R^3G_\parallel=0.986491\) and \(R^3G_\perp=-1.021201\), equal to \(5.4\,e^{-1.7}\) and \(-5.59\,e^{-1.7}\) from (10).

This part has reduced the energy to the double mode integral (3), written the sum of the twelve inverse denominators as the single imaginary-frequency integral (7), and evaluated the mode sum that gives \(G_{il}(u)\). It remains to combine these results to prove the theorem, and then to treat the real-wavevector form, the near and far limits, and the example of two hydrogen atoms.

All numerical values are calculated from the stated model.
